# The RPA high-density logarithm and its coefficient in PBE: test program

```python
# Result under test: for the spin-unpolarized uniform electron gas the ring (RPA)
# correlation energy per electron tends to gamma*ln(rs) + C as rs -> 0, with
# gamma = (1 - ln 2)/pi^2 hartree; PBE correlation uses the same gamma to cancel
# the logarithm of its local part.
# Symbols (hartree atomic units): rs density parameter, kF = 1/(alpha*rs),
# Q = q/kF momentum transfer, u = omega/(q*kF) imaginary frequency,
# R(Q,u) = -chi0*pi^2/kF reduced bubble, R0 its Q -> 0 limit,
# lam = 4*alpha*rs/pi, J(Q) = integral of R^2 over all u, s reduced gradient.
import numpy as np
from scipy.integrate import quad
from scipy.constants import physical_constants
from pyscf.dft import libxc

pi = np.pi
alpha = (4 / (9 * pi)) ** (1 / 3)
gamma = (1 - np.log(2)) / pi**2


def gauss(a, b, n):
    x, w = np.polynomial.legendre.leggauss(n)
    return 0.5 * (b - a) * x + 0.5 * (a + b), 0.5 * (b - a) * w


def bubble(Q, u):
    """Closed form of R; leading tail far out, where the closed form cancels."""
    w = Q / 2
    closed = 0.5 * (1 + (1 + u*u - w*w) / (4*w)
                    * np.log1p(4*w / ((1 - w)**2 + u*u))
                    - u * (np.arctan((1 + w) / u) + np.arctan((1 - w) / u)))
    far = u*u + w*w
    return np.where(far > 1e6, 1 / (3 * far), closed)


def bubble0(u):
    return np.where(u > 1e3, 1 / (3 * u*u), 1 - u * np.arctan(1 / u))


TAU, WTAU = gauss(0, 1, 160)


def u_grid(scale):
    """Nodes and weights for an even function of u on the whole real line."""
    u = scale * TAU**2 / (1 - TAU**2)
    return u, 2 * WTAU * scale * 2 * TAU / (1 - TAU**2)**2


def J(Q):
    Q = np.atleast_1d(Q)[:, None]
    u, wu = u_grid(1 + Q / 2)
    return np.sum(wu * bubble(Q, u)**2, axis=1)


def log_remainder(x):
    """ln(1+x) - x without cancellation at small x."""
    series = x*x * (-1/2 + x * (1/3 + x * (-1/4 + x / 5)))
    return np.where(np.abs(x) < 1e-3, series, np.log1p(x) - x)


def ring_energy(rs):
    """Full ring sum per electron by quadrature, no expansion in rs."""
    lam, kF = 4 * alpha * rs / pi, 1 / (alpha * rs)
    screen = np.sqrt(lam)
    total = 0.0
    for lo, hi in ((1e-4 * screen, screen), (screen, 2.0), (2.0, 300.0)):
        lnQ, wq = gauss(np.log(lo), np.log(hi), 70)
        Q = np.exp(lnQ)[:, None]
        u, wu = u_grid(1 + Q / 2)
        inner = np.sum(wu * log_remainder(lam * bubble(Q, u) / Q**2), axis=1)
        total += np.sum(wq * Q[:, 0]**4 * inner)
    return 3 * kF**2 / (8 * pi) * total


# Ring sum for a finite set of excitations: diagonalization against log formula
gaps, v = np.array([0.4, 0.9, 1.5]), 0.3
matrix = np.diag(gaps**2) + 2 * v * np.sqrt(np.outer(gaps, gaps))
modes = np.sqrt(np.linalg.eigvalsh(matrix))
e_modes = 0.5 * (modes.sum() - gaps.sum() - v * len(gaps))


def finite_integrand(om):
    x = np.sum(2 * v * gaps / (gaps**2 + om**2))
    return np.log1p(x) - x


e_log = quad(finite_integrand, 0, np.inf, epsabs=1e-11)[0] / (2 * pi)
assert abs(e_modes - e_log) < 1e-8

# Closed bubble against the Pauli-blocked sum over particle-hole pairs
for Q, u in ((0.8, 0.3), (1.7, 0.9), (2.5, 0.4)):
    def pairs(z):
        area = 1 - z*z - max(0.0, 1 - (z + Q)**2)
        d = z + Q / 2
        return area * d / (d*d + u*u) / (2 * Q)
    low = max(-1.0, -Q / 2)
    cut = max(low, 1 - Q)
    direct = quad(pairs, low, cut)[0] + quad(pairs, cut, 1)[0]
    assert abs(direct - float(bubble(Q, u))) < 1e-8
for u in (0.05, 0.7, 4.0):
    assert abs(float(bubble(1e-3, u)) - float(bubble0(u))) < 1e-6

# J(Q) against the second-order sum with energy denominators
Qt = 0.8
d1, w1 = gauss(0, 1 - Qt / 2, 60)
d2, w2 = gauss(1 - Qt / 2, 1 + Qt / 2, 60)
d = np.concatenate([d1, d2])
weight = np.concatenate([w1 * 2 * Qt * d1, w2 * (1 - (d2 - Qt / 2)**2)])
J_pairs = pi / (4 * Qt**2) * np.sum(np.outer(weight, weight) / (d[:, None] + d))
J_bubble = J(Qt)[0]
assert abs(J_pairs / J_bubble - 1) < 1e-5

# Integral of R0^2 over u, and the resummed small-Q integral
I_num = 2 * quad(lambda u: float(bubble0(u))**2, 0, 1)[0]
I_num += 2 * quad(lambda u: float(bubble0(u))**2, 1, np.inf)[0]
I_formula = 2 * pi / 3 * (1 - np.log(2))
assert abs(I_num - I_formula) < 1e-7
a, T = 0.3, 1.0
small_num = quad(lambda t: t * np.log1p(a / t) - a, 0, T)[0]
small_formula = (T*T/2 * np.log1p(a/T) - a*T/2 - a*a/2 * np.log1p(T/a))
assert abs(small_num - small_formula) < 1e-9


# Second-order ring alone: logarithmic divergence with the cutoff
def second_order(Qc):
    total = 0.0
    for lo, hi in ((Qc, 2.0), (2.0, 300.0)):
        lnQ, wq = gauss(np.log(lo), np.log(hi), 70)
        total += np.sum(wq * J(np.exp(lnQ)))
    return -3 / pi**3 * total


e2_a, e2_b = second_order(1e-2), second_order(1e-3)
slope2 = (e2_a - e2_b) / np.log(10)
assert abs(slope2 / (2 * gamma) - 1) < 1e-3

# RPA constant from the split at Q = 1
u0, wu0 = u_grid(1.0)
R0 = bubble0(u0)
I_log = np.sum(wu0 * R0**2 * np.log(R0))
Qi, wi = gauss(0, 1, 60)
inner_part = np.sum(wi * (J(Qi) - I_formula) / Qi)
outer_part = 0.0
for lo, hi in ((1.0, 2.0), (2.0, 300.0)):
    lnQ, wq = gauss(np.log(lo), np.log(hi), 70)
    outer_part += np.sum(wq * J(np.exp(lnQ)))
C_rpa = 6 / pi**3 * (I_formula / 4 * np.log(4 * alpha / pi) + I_log / 4
                     - I_formula / 8 - 0.5 * (inner_part + outer_part))

# Full ring sum against the asymptote
rs_list = [1.0, 1e-1, 1e-2, 1e-3, 1e-4, 1e-5]
energies = np.array([ring_energy(r) for r in rs_list])
asymptote = gamma * np.log(rs_list) + C_rpa
misfit = energies - asymptote
slope = (energies[-2] - energies[-1]) / np.log(10)
assert abs(slope / gamma - 1) < 1e-3
assert abs(misfit[-2]) < 3e-5 and abs(misfit[-1]) < 5e-6
assert np.all(np.diff(np.abs(misfit[1:])) < 0)

# PBE correlation at fixed s as rs -> 0
beta, s = 0.06672455060314922, 1.0


def local_c(rs):
    n = 3 / (4 * pi * rs**3)
    return float(libxc.eval_xc(',LDA_C_PW_MOD', np.array([n]))[0][0])


def pbe_c(rs):
    n = 3 / (4 * pi * rs**3)
    grad = 2 * s * n / (alpha * rs)
    rho = np.array([[n], [grad], [0.0], [0.0]])
    return float(libxc.eval_xc(',GGA_C_PBE', rho)[0][0])


def pbe_form(rs, g):
    """PBE correlation form with the constant g in place of gamma in H."""
    e = local_c(rs)
    t2 = pi * s*s / (4 * alpha * rs)
    A = beta / g / np.expm1(-e / g)
    y = A * t2
    return e + g * np.log1p(beta / g * t2 * (1 + y) / (1 + y + y*y))


r1, r2 = 1e-6, 1e-8
span = np.log(r1 / r2)
loc1, loc2, pbe1, pbe2 = local_c(r1), local_c(r2), pbe_c(r1), pbe_c(r2)
slope_loc = (loc1 - loc2) / span
C_loc = loc2 - gamma * np.log(r2)
y_lim = beta / gamma * pi * s*s / (4 * alpha) * np.exp(C_loc / gamma)
pbe_limit = -gamma * np.log1p(1 / (y_lim + y_lim**2))
assert abs(slope_loc - gamma) < 1e-4
assert abs(pbe_form(0.5, gamma) - pbe_c(0.5)) < 1e-7
assert abs(pbe2 - pbe_limit) < 1e-5 and abs(pbe1 - pbe2) < 1e-3
g_low, g_high = 0.8 * gamma, 1.2 * gamma
slope_low = (pbe_form(r1, g_low) - pbe_form(r2, g_low)) / span
high_a, high_b = pbe_form(1e-4, g_high), pbe_form(r2, g_high)
assert abs(slope_low - (gamma - g_low)) < 2e-4
assert abs(high_b) < 0.2 * abs(high_a)

eV = physical_constants['Hartree energy in eV'][0]
print(f"gamma = (1-ln2)/pi^2 = {gamma:.7f} hartree = {gamma*eV:.5f} eV")
print(f"alpha = {alpha:.6f} (no unit)")
print(f"finite model gaps = {gaps} hartree, coupling v = {v} hartree")
print(f"finite model, diagonalization: {e_modes:.8f} hartree")
print(f"finite model, log formula:     {e_log:.8f} hartree")
print(f"J(0.8), energy denominators: {J_pairs:.7f} (no unit)")
print(f"J(0.8), squared bubble:      {J_bubble:.7f} (no unit)")
print(f"I by quadrature:   {I_num:.8f} (no unit)")
print(f"I = 2pi/3 (1-ln2): {I_formula:.8f} (no unit)")
print(f"second-order ring, Qc=1e-2: {e2_a:.6f} hartree")
print(f"second-order ring, Qc=1e-3: {e2_b:.6f} hartree")
print(f"its slope in ln Qc: {slope2:.6f} hartree; 2 gamma = {2*gamma:.6f}")
print(f"integral of R0^2 ln R0 over u: {I_log:.6f} (no unit)")
print(f"integral (J-J(0))/Q, Q from 0 to 1: {inner_part:.6f} (no unit)")
print(f"integral J/Q, Q above 1: {outer_part:.6f} (no unit)")
print(f"RPA constant C = {C_rpa:.6f} hartree")
print(f"at rs=0.01 bohr: kF = {1/(alpha*0.01):.3f} 1/bohr")
print(f"at rs=0.01 bohr: lam = {4*alpha*0.01/pi:.6f} (no unit)")
print(f"at rs=0.01 bohr: sqrt(lam) = {np.sqrt(4*alpha*0.01/pi):.5f} (no unit)")
print("rs (bohr) | ring sum | gamma ln rs + C | difference (hartree)")
for r, e, f, m in zip(rs_list, energies, asymptote, misfit):
    print(f"{r:.0e} | {e:.6f} | {f:.6f} | {m:.2e}")
print(f"ring-sum slope, rs 1e-5 to 1e-4: {slope:.6f} hartree")
print(f"PBE inputs: beta = {beta:.6f}, s = {s} (no unit)")
print(f"local part, rs=1e-6 and 1e-8: {loc1:.6f}, {loc2:.6f} hartree")
print(f"local slope in ln rs: {slope_loc:.6f} hartree")
print(f"local constant C_loc: {C_loc:.6f} hartree")
print(f"PBE, rs=1e-6 and 1e-8: {pbe1:.6f}, {pbe2:.6f} hartree")
print(f"limit y = {y_lim:.6f} (no unit)")
print(f"PBE limit formula: {pbe_limit:.6f} hartree")
print(f"0.8 gamma in H: slope left in ln rs = {slope_low:.6f} hartree")
print(f"1.2 gamma in H, rs=1e-4: {high_a:.6f} hartree")
print(f"1.2 gamma in H, rs=1e-8: {high_b:.6f} hartree")
print("checks complete")
```

Printed output:

```
gamma = (1-ln2)/pi^2 = 0.0310907 hartree = 0.84602 eV
alpha = 0.521062 (no unit)
finite model gaps = [0.4 0.9 1.5] hartree, coupling v = 0.3 hartree
finite model, diagonalization: -0.12502417 hartree
finite model, log formula:     -0.12502417 hartree
J(0.8), energy denominators: 0.5607145 (no unit)
J(0.8), squared bubble:      0.5607145 (no unit)
I by quadrature:   0.64267104 (no unit)
I = 2pi/3 (1-ln2): 0.64267104 (no unit)
second-order ring, Qc=1e-2: -0.312033 hartree
second-order ring, Qc=1e-3: -0.455210 hartree
its slope in ln Qc: 0.062181 hartree; 2 gamma = 0.062181
integral of R0^2 ln R0 over u: -0.353890 (no unit)
integral (J-J(0))/Q, Q from 0 to 1: -0.064338 (no unit)
integral J/Q, Q above 1: 0.329718 (no unit)
RPA constant C = -0.071099 hartree
at rs=0.01 bohr: kF = 191.916 1/bohr
at rs=0.01 bohr: lam = 0.006634 (no unit)
at rs=0.01 bohr: sqrt(lam) = 0.08145 (no unit)
rs (bohr) | ring sum | gamma ln rs + C | difference (hartree)
1e+00 | -0.078799 | -0.071099 | -7.70e-03
1e-01 | -0.144042 | -0.142688 | -1.35e-03
1e-02 | -0.214474 | -0.214277 | -1.97e-04
1e-03 | -0.285892 | -0.285866 | -2.59e-05
1e-04 | -0.357459 | -0.357455 | -3.22e-06
1e-05 | -0.429045 | -0.429044 | -3.83e-07
ring-sum slope, rs 1e-5 to 1e-4: 0.031089 hartree
PBE inputs: beta = 0.066725, s = 1.0 (no unit)
local part, rs=1e-6 and 1e-8: -0.476177, -0.619355 hartree
local slope in ln rs: 0.031091 hartree
local constant C_loc: -0.046643 hartree
PBE, rs=1e-6 and 1e-8: -0.018360, -0.018360 hartree
limit y = 0.721622 (no unit)
PBE limit formula: -0.018360 hartree
0.8 gamma in H: slope left in ln rs = 0.006216 hartree
1.2 gamma in H, rs=1e-4: -0.002204 hartree
1.2 gamma in H, rs=1e-8: -0.000127 hartree
checks complete
```
